# Energy derivative of the logarithmic derivative and the enclosed norm: a test that failed at first

The program, its output, the diagnosis and the repair follow.

```python
"""
Result under test (Hartree atomic units):
    dL/dE = -2 * N / u(R)^2,   L = u'(R)/u(R),   N = integral_0^R u^2 dr,
for the regular solution u(r,E) of -u''/2 + [l(l+1)/(2 r^2) + V(r)] u = E u
with a real, local, energy-independent potential V.
Also tested: the two-energy identity, the Wronskian form at a node of u,
the effect of norm conservation, and the change for energy-dependent V.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.constants import physical_constants

mp.mp.dps = 25
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def reduced_wave(l, E, r):
    """w = u/r^(l+1) for V = -1/r, with w(0) = 1, and its r-derivative."""
    E, r = mp.mpf(E), mp.mpf(r)
    kappa = mp.sqrt(-2 * E)
    a, b = l + 1 - 1 / kappa, 2 * l + 2
    F = mp.hyp1f1(a, b, 2 * kappa * r)
    dF = 2 * kappa * a / b * mp.hyp1f1(a + 1, b + 1, 2 * kappa * r)
    factor = mp.exp(-kappa * r)
    return mp.re(factor * F), mp.re(factor * (dF - kappa * F))


def wave(l, E, r):
    """Regular Coulomb solution u and its r-derivative."""
    r = mp.mpf(r)
    w, dw = reduced_wave(l, E, r)
    return r**(l + 1) * w, (l + 1) * r**l * w + r**(l + 1) * dw


def log_derivative(l, E, R):
    u, du = wave(l, E, R)
    return du / u


def overlap(l, E1, E2, R):
    return mp.quad(lambda r: wave(l, E1, r)[0] * wave(l, E2, r)[0], [0, R])


# Identity for several l, energies and radii: energy derivative against norm
print("l, E (hartree), R (bohr): dL/dE numerical, from norm (1/(bohr hartree))")
for l, E, R in [(0, -0.125, 4), (1, -0.3, 2.5), (2, 0.4, 4)]:
    slope_numeric = mp.diff(lambda e: log_derivative(l, e, R), E)
    slope_norm = -2 * overlap(l, E, E, R) / wave(l, E, R)[0]**2
    assert abs(slope_numeric - slope_norm) < 1e-9 * abs(slope_norm)
    print(f"  {l}, {E}, {R}: {float(slope_numeric):.8f}, {float(slope_norm):.8f}")

# Integral equation for w and the bound on its change with energy
l, E1, E2, R = 1, -0.3, -0.2, 2.5
integral = mp.quad(lambda s: 2 * (-1 - E1 * s) * (1 - (s / R)**(2 * l + 1))
                   / (2 * l + 1) * reduced_wave(l, E1, s)[0], [0, R])
w1, w2 = reduced_wave(l, E1, R)[0], reduced_wave(l, E2, R)[0]
assert abs(1 + integral - w1) < 1e-12
M1, M2 = [np.exp(quad(lambda s: 2 * abs(-1 - e * s) / (2 * l + 1), 0, R)[0])
          for e in (E1, E2)]
assert abs(w2 - w1) <= abs(E2 - E1) * R**2 * M1 * M2 / (2 * l + 1)

# Hydrogen 2s: closed-form wave, numerical integration of the radial equation
E0, R = -0.125, 4.0


def u_2s(r):
    return r * (1 - r / 2) * np.exp(-r / 2)


def integrate_log_derivative(potential, E, charge):
    """Outward integration for l = 0; charge is the strength of -charge/r."""
    r0 = 1e-5
    start = [r0 - charge * r0**2, 1 - 2 * charge * r0]
    sol = solve_ivp(lambda r, y: [y[1], 2 * (potential(r) - E) * y[0]],
                    (r0, R), start, method="DOP853", rtol=1e-12, atol=1e-14)
    assert sol.success
    return sol.y[1, -1] / sol.y[0, -1]


def slope_at_E0(function, h=2e-3):
    """Fourth-order central difference."""
    return (8 * (function(E0 + h) - function(E0 - h))
            - (function(E0 + 2 * h) - function(E0 - 2 * h))) / (12 * h)


def L_true(E):
    return float(log_derivative(0, E, R))


norm_inside = quad(lambda r: u_2s(r)**2, 0, R, epsabs=1e-13)[0]
norm_total = quad(lambda r: u_2s(r)**2, 0, np.inf)[0]
uR2 = u_2s(R)**2
slope = -2 * norm_inside / uR2
L0 = L_true(E0)
L0_ode = integrate_log_derivative(lambda r: -1 / r, E0, 1.0)
slope_ode = slope_at_E0(
    lambda E: integrate_log_derivative(lambda r: -1 / r, E, 1.0))
assert abs(L0 - L0_ode) < 1e-8
assert abs(slope - slope_ode) < 1e-5
print(f"Hydrogen 2s: E0 = {E0} hartree = {E0 * HARTREE_EV:.5f} eV, R = {R} bohr")
print(f"u(R) = {u_2s(R):.8f}, u(R)^2 = {uR2:.8f} (u/r -> 1 at r = 0)")
print(f"enclosed norm N = {norm_inside:.8f}, total norm = {norm_total:.8f}")
print(f"enclosed fraction of the 2s norm = {norm_inside / norm_total:.6f}")
print(f"L(E0) = {L0:.8f} 1/bohr")
print(f"dL/dE from norm = {slope:.8f} 1/(bohr hartree)")
print(f"dL/dE from numerical integration = {slope_ode:.8f} 1/(bohr hartree)")
print(f"dL/dE from norm = {slope / HARTREE_EV:.8f} 1/(bohr eV)")

# Exact identity between two separated energies
E_shift = 0.1
E_new = E0 + E_shift
cross = float(overlap(0, E0, E_new, R))
uR_new = float(wave(0, E_new, R)[0])
change_exact = L_true(E_new) - L0
change_identity = -2 * E_shift * cross / (u_2s(R) * uR_new)
assert abs(change_exact - change_identity) < 1e-10
print(f"Two energies: E0 and {E_new:.3f} hartree")
print(f"cross integral = {cross:.8f}, u(R) at second energy = {uR_new:.8f}")
print(f"L change: direct {change_exact:.8f}, identity {change_identity:.8f} 1/bohr")
print(f"L change from the slope alone = {slope * E_shift:.8f} 1/bohr")

# Wronskian form at the node of 2s, where L itself does not exist
R_node = 2
u_n, du_n = wave(0, E0, R_node)
udot = mp.diff(lambda e: wave(0, e, R_node)[0], E0)
dudot = mp.diff(lambda e: wave(0, e, R_node)[1], E0)
wronskian = u_n * dudot - du_n * udot
norm_node = overlap(0, E0, E0, R_node)
assert abs(u_n) < 1e-15 and abs(wronskian + 2 * norm_node) < 1e-10
print(f"Node at r = {R_node} bohr: u' = {float(du_n):.8f}, "
      f"du/dE = {float(udot):.8f}")
print(f"Wronskian = {float(wronskian):.8f}, -2N = {float(-2 * norm_node):.8f}")


# Dimensionless logarithmic derivative of phi = u/r
def D_of_E(E):
    phi, dphi = reduced_wave(0, E, R)
    return float(R * dphi / phi)


phi_norm = quad(lambda r: (1 - r / 2)**2 * np.exp(-r) * r**2, 0, R)[0]
D_slope = -2 * phi_norm / (R * (u_2s(R) / R)**2)
assert abs(slope_at_E0(D_of_E) - D_slope) < 1e-5
assert abs(D_of_E(E_new) - (R * L_true(E_new) - 1)) < 1e-12
print(f"D(E0) = {D_of_E(E0):.8f}, dD/dE = {D_slope:.8f} 1/hartree")

# Pseudo-wave r*exp(p(x)), x = r^2, matched to |u_2s| through second derivative
X = R**2
f0 = np.log(abs(u_2s(R)) / R)
df, d2f = 1 / (R - 2) - 0.5, -1 / (R - 2)**2
p1, p2 = df / (2 * R), (d2f - df / R) / (4 * R**2)


def pseudo_wave(r, a):
    x = r * r
    return r * np.exp(f0 + p1 * (x - X) + p2 * (x - X)**2 / 2
                      + a * (1 - x / X)**3)


def pseudo_potential(r, a):
    x = r * r
    px = p1 + p2 * (x - X) - 3 * a / X * (1 - x / X)**2
    pxx = p2 + 6 * a / X**2 * (1 - x / X)
    return E0 + 3 * px + 2 * x * pxx + 2 * x * px**2


def pseudo_norm(a):
    return quad(lambda r: pseudo_wave(r, a)**2, 0, R, epsabs=1e-13)[0]


a_nc = brentq(lambda a: pseudo_norm(a) - norm_inside, -5, 10, xtol=1e-13)
norms = [pseudo_norm(a) for a in np.linspace(-5, 5, 11)]
assert np.all(np.diff(norms) > 0)


def L_pseudo(E, a):
    return integrate_log_derivative(lambda r: pseudo_potential(r, a), E, 0.0)


print(f"Pseudo-wave coefficients: p(X) = {f0:.8f}, dp/dx = {p1:.8f} bohr^-2, "
      f"d2p/dx2 = {p2:.8f} bohr^-4")
for name, a in [("norm-conserving", a_nc), ("a = 0", 0.0)]:
    assert abs(pseudo_potential(R, a) + 1 / R) < 1e-12
    assert abs(L_pseudo(E0, a) - L0) < 1e-8
    predicted = -2 * pseudo_norm(a) / uR2
    measured = slope_at_E0(lambda E: L_pseudo(E, a))
    assert abs(predicted - measured) < 1e-5
    print(f"{name}: a = {a:.8f}, N = {pseudo_norm(a):.8f}, "
          f"V(0) = {pseudo_potential(0.0, a):.6f} hartree")
    print(f"  dL/dE: norm {predicted:.8f}, integration {measured:.8f} "
          "1/(bohr hartree)")


def mismatch(eps, a):
    return L_pseudo(E0 + eps, a) - L_true(E0 + eps)


ratio_nc = mismatch(0.002, a_nc) / mismatch(0.001, a_nc)
ratio_0 = mismatch(0.002, 0.0) / mismatch(0.001, 0.0)
assert abs(ratio_nc - 4) < 0.1 and abs(ratio_0 - 2) < 0.1
defect_slope = -2 * (pseudo_norm(0.0) - norm_inside) / uR2
assert abs(slope_at_E0(lambda E: mismatch(E - E0, 0.0)) - defect_slope) < 1e-5
print(f"Mismatch slope for a = 0 from norm defect = {defect_slope:.8f} "
      "1/(bohr hartree)")
print("Mismatch ratio when E-E0 doubles from 0.001 to 0.002 hartree:")
print(f"  norm-conserving {ratio_nc:.4f}, a = 0 {ratio_0:.4f}")
print("E-E0 (hartree): L true, mismatch norm-conserving, mismatch a = 0 (1/bohr)")
for eps in (-0.10, -0.05, -0.02, 0.02, 0.05, 0.10):
    print(f"  {eps:+.2f}: {L_true(E0 + eps):.6f}, {mismatch(eps, a_nc):+.6f}, "
          f"{mismatch(eps, 0.0):+.6f}")

# Energy-dependent potential V = -1/r + beta*(E-E0)*r: extra factor 1 - dV/dE
beta = 0.2
slope_dep = slope_at_E0(lambda E: integrate_log_derivative(
    lambda r: -1 / r + beta * (E - E0) * r, E, 1.0))
weighted = quad(lambda r: (1 - beta * r) * u_2s(r)**2, 0, R, epsabs=1e-13)[0]
slope_corrected = -2 * weighted / uR2
assert abs(slope_dep - slope_corrected) < 1e-5
assert abs(slope_dep - slope) > 0.1
print(f"Energy-dependent V, beta = {beta} 1/bohr: dL/dE = {slope_dep:.8f}, "
      f"corrected formula {slope_corrected:.8f},")
print(f"  uncorrected formula {slope:.8f} 1/(bohr hartree)")

print("all good")
```

The run ends like this:

```
l, E (hartree), R (bohr): dL/dE numerical, from norm (1/(bohr hartree))
Traceback (most recent call last):
  File "check.py", line 50, in <module>
    slope_norm = -2 * overlap(l, E, E, R) / wave(l, E, R)[0]**2
                      ^^^^^^^^^^^^^^^^^^^
  File "check.py", line 43, in overlap
    return mp.quad(lambda r: wave(l, E1, r)[0] * wave(l, E2, r)[0], [0, R])
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "mpmath/calculus/quadrature.py", line 746, in quad
    v, err = rule.summation(f, points[0], prec, epsilon, m, verbose)
             ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "mpmath/calculus/quadrature.py", line 233, in summation
    result = self.sum_next(f, nodes, degree, prec, results, verbose)
             ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "mpmath/calculus/quadrature.py", line 308, in sum_next
    S += self.ctx.fdot((w,f(x)) for (x,w) in nodes)
         ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "mpmath/ctx_mp_python.py", line 938, in fdot
    for a, b in A:
  File "mpmath/calculus/quadrature.py", line 308, in <genexpr>
    S += self.ctx.fdot((w,f(x)) for (x,w) in nodes)
                          ^^^^
  File "check.py", line 43, in <lambda>
    return mp.quad(lambda r: wave(l, E1, r)[0] * wave(l, E2, r)[0], [0, R])
                             ^^^^^^^^^^^^^^
  File "check.py", line 33, in wave
    w, dw = reduced_wave(l, E, r)
            ^^^^^^^^^^^^^^^^^^^^^
  File "check.py", line 24, in reduced_wave
    F = mp.hyp1f1(a, b, 2 * kappa * r)
        ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "mpmath/functions/hypergeometric.py", line 243, in hyp1f1
    return ctx.hyper([a],[b],z,**kwargs)
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "mpmath/functions/hypergeometric.py", line 222, in hyper
    if   q == 1: return ctx._hyp1f1(a_s, b_s, z, **kwargs)
                        ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "mpmath/functions/hypergeometric.py", line 342, in _hyp1f1
    v = ctx.hypsum(1, 1, (atype, btype), [a, b], z, **kwargs)
        ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
  File "mpmath/ctx_mp.py", line 708, in hypsum
    raise ValueError(ctx._hypsum_msg % (prec, prec+extraprec))
ValueError: hypsum() failed to converge to the requested 106 bits of accuracy
using a working precision of 7141 bits. Try with a higher maxprec,
maxterms, or set zeroprec.
```

Diagnosis: The fault was in the program, not the physics. The 2s function has its node at exactly r = 2 bohr, where the hypergeometric series sums to exactly zero, and mpmath's `hyp1f1` raises an error there because it keeps seeking a relative accuracy that a zero value cannot have; the quadrature over 0 to 4 bohr samples this midpoint. The Coulomb solution is now summed from its own real power series, whose coefficients follow directly from the radial equation and which has no difficulty at a zero. No tested quantity, case or tolerance is changed.

Repair:

```diff
@@ -17,13 +17,20 @@
 
 
-def reduced_wave(l, E, r):
-    """w = u/r^(l+1) for V = -1/r, with w(0) = 1, and its r-derivative."""
+def reduced_wave(l, E, r, terms=60):
+    """w = u/r^(l+1) for V = -1/r, with w(0) = 1, and its r-derivative.
+
+    Power series w = sum c_k r^k; the radial equation gives
+    k (k+2l+1) c_k = -2 c_(k-1) - 2 E c_(k-2).
+    """
     E, r = mp.mpf(E), mp.mpf(r)
-    kappa = mp.sqrt(-2 * E)
-    a, b = l + 1 - 1 / kappa, 2 * l + 2
-    F = mp.hyp1f1(a, b, 2 * kappa * r)
-    dF = 2 * kappa * a / b * mp.hyp1f1(a + 1, b + 1, 2 * kappa * r)
-    factor = mp.exp(-kappa * r)
-    return mp.re(factor * F), mp.re(factor * (dF - kappa * F))
+    c_before, c_last = mp.mpf(0), mp.mpf(1)
+    w, dw, power = mp.mpf(1), mp.mpf(0), mp.mpf(1)
+    for k in range(1, terms + 1):
+        c = -2 * (c_last + E * c_before) / (k * (k + 2 * l + 1))
+        dw += k * c * power
+        power *= r
+        w += c * power
+        c_before, c_last = c_last, c
+    return w, dw
 
 
```

Output now:

```
l, E (hartree), R (bohr): dL/dE numerical, from norm (1/(bohr hartree))
  0, -0.125, 4: -2.39953751, -2.39953751
  1, -0.3, 2.5: -1.31084183, -1.31084183
  2, 0.4, 4: -9.49379018, -9.49379018
Hydrogen 2s: E0 = -0.125 hartree = -3.40142 eV, R = 4.0 bohr
u(R) = -0.54134113, u(R)^2 = 0.29305022 (u/r -> 1 at r = 0)
enclosed norm N = 0.35159250, total norm = 2.00000000
enclosed fraction of the 2s norm = 0.175796
L(E0) = 0.25000000 1/bohr
dL/dE from norm = -2.39953751 1/(bohr hartree)
dL/dE from numerical integration = -2.39953751 1/(bohr hartree)
dL/dE from norm = -0.08818138 1/(bohr eV)
Two energies: E0 and -0.025 hartree
cross integral = 0.35357795, u(R) at second energy = -0.48571425
L change: direct -0.26894489, identity -0.26894489 1/bohr
L change from the slope alone = -0.23995375 1/bohr
Node at r = 2 bohr: u' = -0.36787944, du/dE = -0.57250296
Wronskian = -0.21061207, -2N = -0.21061207
D(E0) = -0.00000000, dD/dE = -9.59815003 1/hartree
Pseudo-wave coefficients: p(X) = -2.00000000, dp/dx = 0.00000000 bohr^-2, d2p/dx2 = -0.00390625 bohr^-4
norm-conserving: a = 0.39197306, N = 0.35159250, V(0) = -0.157985 hartree
  dL/dE: norm -2.39953751, integration -2.39953750 1/(bohr hartree)
a = 0: a = 0.00000000, N = 0.31930150, V(0) = 0.062500 hartree
  dL/dE: norm -2.17915890, integration -2.17915890 1/(bohr hartree)
Mismatch slope for a = 0 from norm defect = 0.22037860 1/(bohr hartree)
Mismatch ratio when E-E0 doubles from 0.001 to 0.002 hartree:
  norm-conserving 4.0106, a = 0 1.9910
E-E0 (hartree): L true, mismatch norm-conserving, mismatch a = 0 (1/bohr)
  -0.10: 0.474145, -0.019040, -0.032419
  -0.05: 0.365252, -0.005015, -0.013472
  -0.02: 0.297162, -0.000849, -0.004798
  +0.02: 0.201079, -0.000944, +0.004007
  +0.05: 0.123706, -0.006528, +0.008400
  +0.10: -0.018945, -0.032459, +0.010152
Energy-dependent V, beta = 0.2 1/bohr: dL/dE = -1.12009250, corrected formula -1.12009250,
  uncorrected formula -2.39953751 1/(bohr hartree)
all good
```
